\section*{Löwdin orthogonalization as the closest orthonormal set, independent of vector ordering}

Atomic orbitals centred on neighbouring atoms overlap, and so do the trial vectors that an iterative eigensolver collects in a block. Many calculations are simpler with an orthonormal set, but the original vectors often carry meaning: each orbital belongs to an atom, each trial vector approximates a particular eigenvector. One would therefore like to remove the overlaps while changing the vectors as little as possible, and without favouring a vector because it happens to stand first in the list. Gram--Schmidt orthogonalization does favour the first vector: it keeps its direction and makes the later ones give way. Löwdin's construction treats all of them together.

Let $x_1,\dots,x_m$ be linearly independent vectors with $n\ge m$ complex components, taken with respect to an orthonormal basis. Place them as columns in the $n\times m$ matrix $X$. A dagger denotes the conjugate transpose, and $\langle a,b\rangle=a^\dagger b$ is the inner product. The overlap matrix and Löwdin's set are
\begin{equation}
S=X^\dagger X,\qquad S_{jk}=\langle x_j,x_k\rangle,\qquad L=XS^{-1/2}.
\label{eq:def}
\end{equation}
Here $S^{-1/2}$ is the positive definite matrix whose square is $S^{-1}$; its existence and uniqueness are shown below. The columns of $L$ are called $l_1,\dots,l_m$.

A competing orthonormal set $q_1,\dots,q_m$ forms the columns of a matrix $Q$ with $Q^\dagger Q=I$. The total squared displacement from the original vectors is the squared Frobenius norm of the difference,
\begin{equation}
\|X-Q\|_F^2=\sum_{j=1}^m\|x_j-q_j\|^2
=\operatorname{tr}\left[(X-Q)^\dagger(X-Q)\right].
\label{eq:norm}
\end{equation}
The last form holds because the $j$th diagonal element of $A^\dagger A$ is the squared length of the $j$th column of $A$. The claim is that $L$ makes this quantity smallest among all orthonormal sets, including those that leave the space spanned by the $x_j$, and that no other set does equally well.

The sum compares $q_j$ with $x_j$, so a pairing is built into it. This does not restrict the claim. Listing the same orthonormal vectors in another order gives another admissible $Q$, so the minimum already covers every possible pairing.

The components must refer to an orthonormal basis for \eqref{eq:norm} to be a geometrical distance. For orbitals, which are functions, such a basis can be found whenever two sets are compared: the $m$ orbitals and the $m$ competitors together span a space of at most $2m$ dimensions, and an orthonormal basis of that space may be used. Coefficients in an overlapping basis cannot be inserted directly.

The proof rests on the singular value decomposition (SVD), which can be built from the eigenvectors of $S$. The matrix $S$ is Hermitian, and for any nonzero $c$,
\begin{equation}
c^\dagger Sc=(Xc)^\dagger(Xc)=\|Xc\|^2>0,
\end{equation}
since linear independence forbids $Xc=0$. Its eigenvalues are therefore positive and may be written $\sigma_i^2$ with $\sigma_i>0$. Let $v_i$ be orthonormal eigenvectors, $Sv_i=\sigma_i^2v_i$, and define $u_i=Xv_i/\sigma_i$. These vectors are orthonormal too:
\begin{equation}
\langle u_i,u_k\rangle=\frac{v_i^\dagger X^\dagger Xv_k}{\sigma_i\sigma_k}
=\frac{\sigma_k^2\,v_i^\dagger v_k}{\sigma_i\sigma_k}=\delta_{ik}.
\end{equation}
Collect the $u_i$ as columns of the $n\times m$ matrix $U$, the $v_i$ as columns of the $m\times m$ unitary matrix $V$, and the singular values $\sigma_i$ in the diagonal matrix $\Sigma$. The definition of $u_i$ reads $XV=U\Sigma$. Multiplication from the right by $V^\dagger$, with $VV^\dagger=I$, gives
\begin{equation}
X=U\Sigma V^\dagger,\qquad U^\dagger U=I,\qquad V^\dagger V=VV^\dagger=I.
\label{eq:svd}
\end{equation}

The same matrices give the inverse square root. From \eqref{eq:svd},
\begin{equation}
S=V\Sigma U^\dagger U\Sigma V^\dagger=V\Sigma^2V^\dagger,
\qquad S^{-1/2}=V\Sigma^{-1}V^\dagger .
\label{eq:root}
\end{equation}
The second matrix is positive definite, and its square is $V\Sigma^{-2}V^\dagger=S^{-1}$. It is the only such matrix. Suppose $B$ is positive definite with $B^2=S^{-1}$. An eigenvector of $B$ with eigenvalue $b>0$ is an eigenvector of $S^{-1}$ with eigenvalue $b^2$. Since the eigenvectors of $B$ span the whole space, $B$ must act on each eigenspace of $S^{-1}$ as multiplication by the positive root of the eigenvalue there. This fixes $B$ completely.

Löwdin's set now takes a simple form:
\begin{equation}
L=XS^{-1/2}=U\Sigma V^\dagger V\Sigma^{-1}V^\dagger=UV^\dagger .
\label{eq:polar}
\end{equation}
The stretching factors $\sigma_i$ have been replaced by 1, while the directions $u_i$ and $v_i$ are kept. Orthonormality follows from $L^\dagger L=VU^\dagger UV^\dagger=VV^\dagger=I$. The SVD itself is not unique, since $u_i$ and $v_i$ can change sign together and equal singular values allow further freedom. The product $UV^\dagger$ is unaffected, because it equals $XS^{-1/2}$ and $S^{-1/2}$ is unique.

To compare $L$ with an arbitrary competitor, expand \eqref{eq:norm}:
\begin{align}
\|X-Q\|_F^2
&=\operatorname{tr}(X^\dagger X)-\operatorname{tr}(X^\dagger Q)
-\operatorname{tr}(Q^\dagger X)+\operatorname{tr}(Q^\dagger Q)\nonumber\\
&=\operatorname{tr}S+m-2\,\mathrm{Re}\operatorname{tr}(Q^\dagger X).
\label{eq:expand}
\end{align}
The two middle traces are complex conjugates of each other, so their sum is twice the real part; the last trace is that of the $m\times m$ identity. Only the final term depends on $Q$. Insert the SVD and move $V^\dagger$ to the front, which a trace permits:
\begin{equation}
\mathrm{Re}\operatorname{tr}(Q^\dagger X)
=\mathrm{Re}\operatorname{tr}(V^\dagger Q^\dagger U\Sigma)
=\sum_{i=1}^m\sigma_i\,\mathrm{Re}\langle Qv_i,u_i\rangle .
\label{eq:trace}
\end{equation}
The last step uses that $V^\dagger Q^\dagger U=(QV)^\dagger U$ has diagonal elements $\langle Qv_i,u_i\rangle$.

Both vectors in each inner product have unit length: $u_i$ by construction, and $Qv_i$ because $\|Qv_i\|^2=v_i^\dagger Q^\dagger Qv_i=v_i^\dagger v_i=1$. For unit vectors $a$ and $b$,
\begin{equation}
\|a-b\|^2=1+1-2\,\mathrm{Re}\langle a,b\rangle,
\qquad\text{so}\qquad
\mathrm{Re}\langle a,b\rangle=1-\tfrac12\|a-b\|^2 .
\end{equation}
With $a=Qv_i$ and $b=u_i$, equations \eqref{eq:expand} and \eqref{eq:trace} become
\begin{equation}
\|X-Q\|_F^2=\operatorname{tr}S+m-2\sum_i\sigma_i
+\sum_i\sigma_i\|Qv_i-u_i\|^2 .
\label{eq:full}
\end{equation}
For $Q=L$ the last sum vanishes, since $Lv_i=UV^\dagger v_i=u_i$. Subtracting the two cases gives
\begin{equation}
\|X-Q\|_F^2-\|X-L\|_F^2=\sum_{i=1}^m\sigma_i\|Qv_i-u_i\|^2\ \ge 0 .
\label{eq:excess}
\end{equation}
This proves that no orthonormal set is closer than $L$. It also proves uniqueness. Because every $\sigma_i$ is positive, the sum is zero only if $Qv_i=u_i$ for all $i$, that is, $QV=U$, and hence $Q=UV^\dagger=L$.

The minimum distance follows from \eqref{eq:full} with $\operatorname{tr}S=\sum_i\sigma_i^2$ and $m=\sum_i1$:
\begin{equation}
\|X-L\|_F^2=\sum_i(\sigma_i^2+1-2\sigma_i)=\sum_{i=1}^m(\sigma_i-1)^2 .
\label{eq:min}
\end{equation}
It vanishes when all singular values are 1, which means $S=I$: a set that is already orthonormal is left alone. Although competitors were allowed to use all $n$ dimensions, the winner $L=XS^{-1/2}$ consists of linear combinations of the original vectors. Leaving their span brings no gain.

The question of ordering needs a precise statement. Reordering the vectors replaces $X$ by $XP$, where the columns of the permutation matrix $P$ are the standard unit vectors in a new order. These columns are orthonormal, so $P$ is unitary. It is no harder to treat any $m\times m$ unitary matrix $W$. Writing $L(X)$ for the Löwdin set made from $X$, the overlap matrix of $XW$ is
\begin{equation}
(XW)^\dagger(XW)=W^\dagger SW .
\end{equation}
The matrix $W^\dagger S^{-1/2}W$ is positive definite, and since $WW^\dagger=I$ its square is $W^\dagger S^{-1}W=(W^\dagger SW)^{-1}$. By uniqueness it is the required inverse square root. Therefore
\begin{equation}
L(XW)=XW\,W^\dagger S^{-1/2}W=XS^{-1/2}W=L(X)W .
\label{eq:order}
\end{equation}
For $W=P$ this says that the output columns are permuted in the same way as the input columns. The matrix $L$ does change, but the set of vectors does not, and each $l_j$ remains attached to its parent $x_j$. This is the sense in which the method is independent of ordering.

The minimum property leads to the same conclusion. Permuting the columns of $X$ and $Q$ together merely reorders the terms of the sum in \eqref{eq:norm}. If $L$ is the unique closest set to $X$, then $LP$ must be the unique closest set to $XP$.

Gram--Schmidt gives $X=GR$, where $G$ has orthonormal columns and $R$ is upper triangular with a positive diagonal. Suppose $G=L$. Then
\begin{equation}
R=L^\dagger X=S^{-1/2}X^\dagger X=S^{-1/2}S=S^{1/2},
\end{equation}
which is Hermitian. A matrix that is both upper triangular and Hermitian is diagonal, so $S=R^2$ is diagonal and the original vectors were already orthogonal. In that case both methods simply normalize them. In every other case $G\ne L$, and by uniqueness Gram--Schmidt lies strictly farther from $X$.

Two unit vectors with real overlap $s$, $|s|<1$, show the size of the difference. The eigenvalues of $S$ are $1\pm s$, so \eqref{eq:full} with $Q=L$ gives the Löwdin distance
\begin{equation}
d_L^2=4-2\left(\sqrt{1+s}+\sqrt{1-s}\right)\approx\frac{s^2}{2}
\qquad(|s|\ll1),
\end{equation}
because the two roots add up to $2-s^2/4$ through second order. Gram--Schmidt leaves the first vector in place. The second has a component of length $\sqrt{1-s^2}$ along its orthogonalized partner, so
\begin{equation}
d_{GS}^2=2\left(1-\sqrt{1-s^2}\right)\approx s^2 .
\end{equation}
For small overlap, sharing the displacement between the two vectors halves the total squared displacement.

For a case with three vectors, take the dimensionless model data
\begin{equation}
X=\begin{pmatrix}1&0.8&0.5\\0&0.6&0.5\\0&0&0.5\\0&0&0.5\end{pmatrix},
\qquad
S=\begin{pmatrix}1&0.8&0.5\\0.8&1&0.7\\0.5&0.7&1\end{pmatrix}.
\end{equation}
Each column has unit length; for example, $S_{23}=0.8\times0.5+0.6\times0.5=0.7$. The singular values are $1.52996$, $0.71260$ and $0.38915$, and the inverse square root is
\begin{equation}
S^{-1/2}=\begin{pmatrix}1.5030&-0.7574&-0.0270\\
-0.7574&1.8169&-0.5401\\-0.0270&-0.5401&1.3067\end{pmatrix}.
\end{equation}
Multiplication by $X$ yields
\begin{equation}
L=\begin{pmatrix}0.8836&0.4261&0.1943\\-0.4679&0.8201&0.3293\\
-0.0135&-0.2700&0.6534\\-0.0135&-0.2700&0.6534\end{pmatrix}.
\end{equation}
The first element, for instance, is $1.5030-0.8\times0.7574-0.5\times0.0270=0.8836$. The last two rows of $L$ are equal, as they are in $X$, because the new vectors stay in the span of the old ones.

The minimum squared distance from \eqref{eq:min} is
\begin{equation}
(0.52996)^2+(-0.28740)^2+(-0.61085)^2=0.7366 .
\end{equation}
The individual displacements $\|x_j-l_j\|$ are $0.4826$, $0.5780$ and $0.4118$, and their squares add up to the same value. All three vectors move. A numerical search that lowers the distance by plane rotations, using neither $S$ nor the SVD, was started from four random orthonormal triples. Each time it reached this minimum and the same matrix $L$, to within rounding error.

Gram--Schmidt in the order 1, 2, 3 can be done by inspection. It gives $(1,0,0,0)$, $(0,1,0,0)$ and $(0,0,1,1)/\sqrt2$. The first vector does not move, and the squared distance is
\begin{equation}
0+\left(0.8^2+0.4^2\right)+\left[0.5^2+0.5^2+2(0.5-0.7071)^2\right]=1.3858 .
\end{equation}
The excess over Löwdin is $1.3858-0.7366=0.6492$. The three terms of \eqref{eq:excess}, computed separately, are $0.3301$, $0.2496$ and $0.0695$, with the same sum to the accuracy of the rounding.

Over all six input orders, the Löwdin distance remains $0.7366$ and each output vector is unchanged. The Gram--Schmidt squared distances are $1.3858$ for the orders 123 and 213, $1.2882$ for 132 and 312, and $1.3835$ for 231 and 321. The pairs have a simple origin. With unit inputs, each vector contributes $2(1-r)$, where $r$ is the length of its component orthogonal to the vectors before it. Exchanging the first two leaves their values of $r$ at $1$ and $\sqrt{1-s^2}$, with $s$ their overlap, and the third still sees the same span. The distances agree, but the sets differ: between any two of the six orders, at least one vector component changes by $0.112$ or more.

Independence of ordering does not imply independence of length. Multiplying the vectors by different positive factors means replacing $X$ by $XD$ with $D$ diagonal but not unitary, so \eqref{eq:order} does not apply. If $x_1$ is multiplied by $d$, its term in the distance becomes
\begin{equation}
\|d\,x_1-q_1\|^2=d^2\|x_1\|^2+1-2d\,\mathrm{Re}\langle q_1,x_1\rangle ,
\end{equation}
so the alignment of $q_1$ with $x_1$ counts $d$ times as much as before. In the example, doubling $x_1$ changes the elements of $L$ by up to $0.150$. Gram--Schmidt is unaffected by such factors, since each step depends on the span of the earlier vectors and then normalizes. If the vectors are meant to count equally, they should be normalized before Löwdin's method is applied.

The other condition is linear independence. Equation \eqref{eq:excess} shows what happens as it is lost. Let one singular value $\sigma_m$ be small. If $Qv_m$ can be moved away from $u_m$ while every other $Qv_i$ stays at $u_i$, only the term with $i=m$ is paid, and a small angle $\theta$ costs about $\sigma_m\theta^2$, so the minimum is shallow in that direction. This is possible when $n>m$, by turning $Qv_m$ towards a direction orthogonal to all the $u_i$, and for complex vectors, by changing its phase. For real vectors with $n=m$, turning $Qv_m$ towards $u_i$ forces $Qv_i$ to turn as well and costs about $(\sigma_i+\sigma_m)\theta^2$; what remains cheap is the reversal $Qv_m=-u_m$, which costs $4\sigma_m$. Meanwhile $S^{-1/2}$ contains the large factor $1/\sigma_m$. At $\sigma_m=0$ the inverse square root no longer exists. A closest orthonormal set still does: choose $u_m$ as any unit vector orthogonal to the other $u_i$, and the derivation of \eqref{eq:full} goes through. But the term with $i=m$ has dropped out, so $u_m$ may be replaced by $-u_m$ without changing the distance, and the closest set is no longer unique. For the dependent vectors $x_1$, $x_2$ and $x_1+x_2$ of the example, the two different sets obtained in this way both lie at squared distance $3.0580$. The data then determine only two directions, and the third has to be chosen by some other criterion or discarded.

\section*{Numbers as computed}
\begin{verbatim}
All quantities are dimensionless; vectors are columns
X:
    1.00000   0.80000   0.50000
    0.00000   0.60000   0.50000
    0.00000   0.00000   0.50000
    0.00000   0.00000   0.50000
S:
    1.00000   0.80000   0.50000
    0.80000   1.00000   0.70000
    0.50000   0.70000   1.00000
singular values sigma:
    1.52996   0.71260   0.38915
U:
    0.87336   0.43885   0.21132
    0.41907  -0.45591  -0.78519
    0.17553  -0.54752   0.41160
    0.17553  -0.54752   0.41160
V:
    0.57084   0.61584   0.54303
    0.62102   0.10880  -0.77621
    0.53710  -0.78032   0.32034
S^(-1/2):
    1.50297  -0.75742  -0.02696
   -0.75742   1.81694  -0.54009
   -0.02696  -0.54009   1.30674
Lowdin set L:
    0.88356   0.42609   0.19434
   -0.46793   0.82012   0.32931
   -0.01348  -0.27005   0.65337
   -0.01348  -0.27005   0.65337
displacement |x_j - l_j|:
    0.48258   0.57802   0.41184
sum of sigma = 2.631701, tr(L^T X) = 2.631701
minimum squared distance, formula: 0.736599
squared distance of L, direct:     0.736599
squared distance, rotation search: 0.736599
largest entry difference, search vs L: 1.2e-15
input order: squared distance Lowdin, GS
  [1, 2, 3]: 0.736599, 1.385786
  [1, 3, 2]: 0.736599, 1.288153
  [2, 1, 3]: 0.736599, 1.385786
  [2, 3, 1]: 0.736599, 1.383537
  [3, 1, 2]: 0.736599, 1.288153
  [3, 2, 1]: 0.736599, 1.383537
smallest max-entry change between GS orders: 0.1120
GS order 1,2,3: terms sigma_i |Q v_i - u_i|^2:
    0.33008   0.24960   0.06951
their sum 0.649188, direct excess 0.649188
x_1 doubled: max entry change of L = 0.1503
dependent set (x1, x2, x1+x2): two closest sets at 3.057993, 3.057993
\end{verbatim}
